# Electron Repulsion and Hund's Rule in Helium 1s2p: a numerical check

```python
"""
Result under test: in helium 1s2p the triplet has a LARGER mean electron
repulsion <1/r12> than the singlet, and lies lower because its nuclear
attraction is stronger. At large nuclear charge Z the repulsion order reverses.

Symbols (atomic units inside the program):
  r1, r2, u    electron-nucleus distances and electron-electron distance
  sign         +1 singlet, -1 triplet (symmetry of the spatial function)
  Psi          z1 F(r1,r2,u) + sign * z2 F(r2,r1,u)
  F            sum of c r1^i r2^j u^k exp(-alpha r1 - beta r2), i+j+k <= order
  a, b         exponents of the 2p and 1s orbitals in the simple orbital model
  J, K         Coulomb and exchange integrals of 1s and 2p
  h(u)         intracule: probability density of the distance u
Differences are triplet minus singlet; splitting = E(singlet) - E(triplet) > 0.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.linalg import eigh
from scipy.optimize import brentq, minimize

EV = physical_constants["Hartree energy in eV"][0]
ANG = physical_constants["Bohr radius"][0] * 1e10


def power_list(order):
    return np.array([(i, j, k) for n in range(order + 1)
                     for i in range(n + 1) for j in range(n + 1 - i)
                     for k in [n - i - j]])


def terms(x, y, u, alpha, beta, powers):
    """Basis terms of F(x,y,u) and their three partial derivatives."""
    i, j, k = powers.T
    x, y, u = x[:, None], y[:, None], u[:, None]
    g = x**i * y**j * u**k * np.exp(-alpha * x - beta * y)
    return g, g * (i / x - alpha), g * (j / y - beta), g * k / u


def geometry(r1, r2, u):
    """Electron 1 lies on the x axis, electron 2 in the xy plane."""
    cosine = np.clip((r1**2 + r2**2 - u**2) / (2 * r1 * r2), -1, 1)
    return r2 * cosine, r2 * np.sqrt(1 - cosine**2)


def volume_grid(alpha, beta):
    """Points and weights for r1 r2 u dr1 dr2 du over all triangles."""
    xa, wa = np.polynomial.laguerre.laggauss(12)
    xb, wb = np.polynomial.laguerre.laggauss(48)
    xu, wu = np.polynomial.legendre.leggauss(10)
    ra, rb = 2 * (alpha + beta), 2 * alpha
    small, gap, q = np.meshgrid(xa / ra, xb / rb, xu, indexing="ij")
    weight = ((wa * np.exp(xa) / ra)[:, None, None]
              * (wb * np.exp(xb) / rb)[None, :, None] * wu[None, None, :])
    large = small + gap
    u = gap + small * (1 + q)
    weight = weight * small * small * large * u
    small, large, u, weight = [v.ravel() for v in (small, large, u, weight)]
    return (np.concatenate([small, large]), np.concatenate([large, small]),
            np.concatenate([u, u]), np.concatenate([weight, weight]))


def matrices(Z, sign, order):
    alpha, beta = (Z - 1) / 2, float(Z)
    powers = power_list(order)
    r1, r2, u, w = volume_grid(alpha, beta)
    x2, y2 = geometry(r1, r2, u)
    g, g1, _, gu = terms(r1, r2, u, alpha, beta, powers)
    s, _, s1, su = terms(r2, r1, u, alpha, beta, powers)
    ex, ey = ((r1 - x2) / u)[:, None], (-y2 / u)[:, None]
    R1, X2, Y2 = r1[:, None], sign * x2[:, None], sign * y2[:, None]
    gx, gy = g1 + gu * ex, gu * ey
    sx, sy = s1 + su * ex, su * ey
    vector = [R1 * g + X2 * s, Y2 * s]
    slopes = [g + R1 * gx + X2 * sx, Y2 * sx,
              R1 * gy + X2 * sy, g + Y2 * sy, g]

    def gram(parts, weight):
        return sum(p.T @ (weight[:, None] * p) for p in parts)

    return {"S": gram(vector, w), "T": gram(slopes, w),
            "Vne": gram(vector, -Z * w * (1 / r1 + 1 / r2)),
            "Vee": gram(vector, w / u),
            "outer": gram(vector, w * np.maximum(r1, r2)),
            "inner": gram(vector, w * np.minimum(r1, r2))}


def correlated_state(Z, sign, order):
    m = matrices(Z, sign, order)
    d = 1 / np.sqrt(np.diag(m["S"]))
    scale = np.outer(d, d)
    val, vec = eigh(m["S"] * scale)
    keep = val > 1e-11
    X = vec[:, keep] / np.sqrt(val[keep])
    H = (m["T"] + m["Vne"] + m["Vee"]) * scale
    energy, v = eigh(X.T @ H @ X)
    c = d * (X @ v[:, 0])
    norm = c @ m["S"] @ c
    out = {key: c @ m[key] @ c / norm for key in m if key != "S"}
    out.update(E=energy[0], c=c / np.sqrt(norm), sign=sign, Z=Z, order=order)
    return out


LAG_X, LAG_W = np.polynomial.laguerre.laggauss(14)
LEG_X, LEG_W = np.polynomial.legendre.leggauss(48)


def intracule(state, u):
    """h(u) by integration over r1+r2 and r1-r2 at fixed u."""
    Z = state["Z"]
    alpha, beta = (Z - 1) / 2, float(Z)
    total, diff = np.meshgrid(u + LAG_X / (alpha + beta), u * LEG_X,
                              indexing="ij")
    w = np.outer(LAG_W * np.exp(LAG_X) / (alpha + beta), u * LEG_W).ravel()
    r1, r2 = ((total + diff) / 2).ravel(), ((total - diff) / 2).ravel()
    uu = np.full_like(r1, u)
    x2, y2 = geometry(r1, r2, uu)
    powers = power_list(state["order"])
    F = terms(r1, r2, uu, alpha, beta, powers)[0] @ state["c"]
    G = state["sign"] * (terms(r2, r1, uu, alpha, beta, powers)[0] @ state["c"])
    density = (r1 * F + x2 * G)**2 + (y2 * G)**2
    return 0.5 * u * np.sum(w * r1 * r2 * density)


def range_integrals(state, lo, hi):
    """Probability and repulsion carried by lo < u < hi."""
    x, w = np.polynomial.legendre.leggauss(44)
    u = lo + (hi - lo) * (x + 1) / 2
    h = np.array([intracule(state, v) for v in u]) * w * (hi - lo) / 2
    return np.array([h.sum(), (h / u).sum()])


def coulomb_J(a, b):
    p = 2 * (a + b)
    return a / 2 - (4 * a**5 / 3) * (6 / p**4 + 24 * b / p**5)


def exchange_K(a, b):
    return 28 * a**5 * b**3 / (3 * (a + b)**7)


def model_parts(a, b, Z, sign):
    return np.array([(a * a + b * b) / 2, -Z * (b + a / 2),
                     coulomb_J(a, b) + sign * exchange_K(a, b)])


def best_exponents(energy, Z):
    options = dict(xatol=1e-10, fatol=1e-15, maxiter=4000, maxfev=4000)
    return minimize(energy, [(Z - 1) / 2, Z], method="Nelder-Mead",
                    options=options).x


def response_ratio(Z):
    """First-order prediction of (repulsion difference) / splitting."""
    a, b = (Z - 1) / 2, Z
    return (5 - 7 * a / (a + b)) / (2 * a) - 1


# Closed forms of the orbital model against three-dimensional quadrature
for Z in (2, 5):
    for sign in (1, -1):
        m = matrices(Z, sign, 0)
        numeric = np.array([m[k][0, 0] for k in ("T", "Vne", "Vee")])
        numeric = numeric / m["S"][0, 0]
        assert np.allclose(numeric, model_parts((Z - 1) / 2, Z, Z, sign),
                           rtol=1e-8, atol=1e-8)

# First-order response against minimization with a weakened exchange integral
for Z in (2, 5):
    weak = 0.1
    found = []
    for sign in (1, -1):
        def repulsion(q, s=sign):
            return q[0] / 2 + s * weak * exchange_K(*q)

        def energy(q):
            return (q @ q) / 2 - Z * (q[1] + q[0] / 2) + repulsion(q)
        q = best_exponents(energy, Z)
        found.append((energy(q), repulsion(q)))
    ratio = (found[1][1] - found[0][1]) / (found[0][0] - found[1][0])
    assert abs(ratio - response_ratio(Z)) < 0.01

# Orbital model with penetration: change the exchange sign, then relax
qS = best_exponents(lambda q: model_parts(*q, 2, 1).sum(), 2)
qT = best_exponents(lambda q: model_parts(*q, 2, -1).sum(), 2)
start, flipped, relaxed = (model_parts(*qS, 2, 1), model_parts(*qS, 2, -1),
                           model_parts(*qT, 2, -1))
assert flipped[2] < start[2] < relaxed[2]
assert relaxed.sum() < flipped.sum() < start.sum()
assert qT[0] > qS[0] and qT[1] < qS[1]

# Correlated states of helium
S, T = correlated_state(2, 1, 5), correlated_state(2, -1, 5)
S4, T4 = correlated_state(2, 1, 4), correlated_state(2, -1, 4)
splitting = S["E"] - T["E"]
delta = {k: T[k] - S[k] for k in ("T", "Vne", "Vee")}
for big, small, simple in ((S, S4, start), (T, T4, relaxed)):
    assert big["E"] <= small["E"] + 1e-10 and big["E"] < simple.sum()
    assert abs(big["E"] - small["E"]) < 1e-4
    assert abs(big["Vee"] - small["Vee"]) < 3e-4
    assert abs((big["Vne"] + big["Vee"]) / big["T"] + 2) < 2e-4
assert splitting > 0 and delta["Vee"] > 0
assert delta["Vne"] < -(delta["Vee"] + delta["T"])
assert abs(delta["T"] / splitting - 1) < 0.05
assert T["outer"] < S["outer"]

# Intracules: crossings and the share of each range
scan = np.arange(0.1, 15.01, 0.1)


def h_difference(u):
    return intracule(T, u) - intracule(S, u)


values = np.array([h_difference(u) for u in scan])
where = np.nonzero(values[:-1] * values[1:] < 0)[0]
crossings = [brentq(h_difference, scan[n], scan[n + 1]) for n in where]
assert len(crossings) == 2
edges = [0.0] + crossings + [45.0]
shares = {}
for name, state in (("S", S), ("T", T)):
    shares[name] = np.array([range_integrals(state, lo, hi)
                             for lo, hi in zip(edges[:-1], edges[1:])])
    assert abs(shares[name][:, 0].sum() - 1) < 1e-6
    assert abs(shares[name][:, 1].sum() - state["Vee"]) < 1e-6
change = shares["T"] - shares["S"]
assert change[0, 1] < 0 < change[1, 1] and change[2, 1] < 0

# Two-electron ions of growing nuclear charge
ions = []
for Z in (2, 3, 4, 5, 10):
    row = [Z]
    for order in (4, 5):
        s, t = correlated_state(Z, 1, order), correlated_state(Z, -1, order)
        row.append(t["Vee"] - s["Vee"])
    row.append(s["E"] - t["E"])
    ions.append(row)
assert ions[0][2] > 0 > ions[-1][2]
assert all(row[3] > 0 for row in ions)

print("CORRELATED HELIUM 1s2p, number of basis terms:", len(power_list(5)))
for name, st in (("singlet", S), ("triplet", T)):
    print(f"{name}: total energy {st['E']*EV:.4f} eV = {st['E']:.6f} hartree")
    print(f"{name}: kinetic energy {st['T']*EV:.4f} eV")
    print(f"{name}: nuclear attraction {st['Vne']*EV:.4f} eV")
    print(f"{name}: repulsion {st['Vee']*EV:.4f} eV = {st['Vee']:.5f} hartree")
    print(f"{name}: -V/T = {-(st['Vne']+st['Vee'])/st['T']:.6f}")
    print(f"{name}: mean outer radius {st['outer']*ANG:.4f} angstrom, "
          f"inner {st['inner']*ANG:.4f} angstrom")
print(f"splitting E(S)-E(T): {splitting*EV:.4f} eV = {splitting:.6f} hartree")
for key, label in (("T", "kinetic"), ("Vne", "attraction"), ("Vee", "repulsion")):
    print(f"triplet - singlet, {label}: {delta[key]*EV:+.4f} eV, "
          f"over splitting {delta[key]/splitting:+.3f}")
print(f"largest energy change, order 4 to 5: "
      f"{max(S4['E']-S['E'], T4['E']-T['E'])*EV:.6f} eV")
print("INTRACULE, triplet - singlet")
print("crossings:", ", ".join(f"{u*ANG:.4f}" for u in crossings), "angstrom")
for label, row in zip(("short", "middle", "long"), change):
    print(f"{label} range: probability {row[0]:+.5f}, "
          f"repulsion {row[1]*EV:+.4f} eV")
print(f"short-range probability: singlet {shares['S'][0,0]:.5f}, "
      f"triplet {shares['T'][0,0]:.5f}")
print("ORBITAL MODEL OF HELIUM")
print(f"at a=1/2, b=2 (atomic units): J {coulomb_J(.5,2)*EV:.4f} eV, "
      f"a/2 {0.25*EV:.4f} eV, K {exchange_K(.5,2)*EV:.4f} eV")
print(f"first-order repulsion difference / splitting: {response_ratio(2):.3f}")
for name, q, parts in (("singlet", qS, start), ("triplet", qT, relaxed)):
    print(f"{name}: a {q[0]/ANG:.4f}, b {q[1]/ANG:.4f} per angstrom, "
          f"energy {parts.sum()*EV:.4f} eV")
for label, d in (("sign change, fixed orbitals", flipped - start),
                 ("relaxation", relaxed - flipped), ("sum", relaxed - start)):
    print(f"{label}: kinetic {d[0]*EV:+.4f}, attraction {d[1]*EV:+.4f}, "
          f"repulsion {d[2]*EV:+.4f}, total {d.sum()*EV:+.4f} eV")
print("IONS: repulsion difference, triplet - singlet")
for Z, d4, d5, gap in ions:
    print(f"Z={Z}: order 4 {d4*EV:+.4f} eV, order 5 {d5*EV:+.4f} eV, splitting "
          f"{gap*EV:.4f} eV, ratio {d5/gap:+.3f}, model {response_ratio(Z):+.3f}")
print("all assertions hold")
```

It prints:

```
CORRELATED HELIUM 1s2p, number of basis terms: 56
singlet: total energy -57.7918 eV = -2.123808 hartree
singlet: kinetic energy 57.7869 eV
singlet: nuclear attraction -122.2427 eV
singlet: repulsion 6.6641 eV = 0.24490 hartree
singlet: -V/T = 2.000085
singlet: mean outer radius 2.6859 angstrom, inner 0.3958 angstrom
triplet: total energy -58.0451 eV = -2.133118 hartree
triplet: kinetic energy 58.0379 eV
triplet: nuclear attraction -123.3354 eV
triplet: repulsion 7.2524 eV = 0.26652 hartree
triplet: -V/T = 2.000124
triplet: mean outer radius 2.4330 angstrom, inner 0.3985 angstrom
splitting E(S)-E(T): 0.2533 eV = 0.009310 hartree
triplet - singlet, kinetic: +0.2510 eV, over splitting +0.991
triplet - singlet, attraction: -1.0927 eV, over splitting -4.313
triplet - singlet, repulsion: +0.5883 eV, over splitting +2.322
largest energy change, order 4 to 5: 0.001906 eV
INTRACULE, triplet - singlet
crossings: 0.4666, 2.3924 angstrom
short range: probability -0.00095, repulsion -0.0565 eV
middle range: probability +0.08485, repulsion +0.9527 eV
long range: probability -0.08390, repulsion -0.3079 eV
short-range probability: singlet 0.00337, triplet 0.00242
ORBITAL MODEL OF HELIUM
at a=1/2, b=2 (atomic units): J 6.7745 eV, a/2 6.8028 eV, K 0.1040 eV
first-order repulsion difference / splitting: 2.600
singlet: a 0.9115, b 3.7852 per angstrom, energy -57.7532 eV
triplet: a 1.0291, b 3.7628 per angstrom, energy -57.9791 eV
sign change, fixed orbitals: kinetic +0.0000, attraction +0.0000, repulsion -0.1820, total -0.1820 eV
relaxation: kinetic +0.2259, attraction -1.0486, repulsion +0.7788, total -0.0439 eV
sum: kinetic +0.2259, attraction -1.0486, repulsion +0.5968, total -0.2259 eV
IONS: repulsion difference, triplet - singlet
Z=2: order 4 +0.5875 eV, order 5 +0.5883 eV, splitting 0.2533 eV, ratio +2.322, model +2.600
Z=3: order 4 +0.4401 eV, order 5 +0.4390 eV, splitting 0.9355 eV, ratio +0.469, model +0.625
Z=4: order 4 -0.1208 eV, order 5 -0.1212 eV, splitting 1.7475 eV, ratio -0.069, model +0.030
Z=5: order 4 -0.8386 eV, order 5 -0.8384 eV, splitting 2.6089 eV, ratio -0.321, model -0.250
Z=10: order 4 -5.0852 eV, order 5 -5.0838 eV, splitting 7.1248 eV, ratio -0.714, model -0.686
all assertions hold
```
